# Reading a memory atom through the dipolar field at a sensor atom

## Problem

Two magnetic atoms sit on a flat insulating film, $r=1.2$ nm apart. One is a memory element: its moment, $\mu_m=10\,\mu_B$, points along the surface normal $z$ or against it, and each direction stores one value of a bit. The other is a sensor with moment $\mu_s=5\,\mu_B$, which also lies along $+z$ or $-z$. A bias field $B_0=150$ mT acts along $+z$. The sensor is driven by a microwave signal, and its resonance is the transition in which its whole moment reverses.

Here $\mu_B$ is the Bohr magneton, with $\mu_B/h=13.996$ GHz/T. "Up" means a moment along $B_0$.

1. Find the field of the memory atom at the sensor.
2. Find the sensor's resonance frequency for each memory state, and the shift when the memory is reversed.
3. What happens to the shift when the bias field is weak or absent?
4. Another sensor also has a moment of $5\,\mu_B$, but it is an isotropic spin $5/2$ with $g=2$, whose resonance changes the spin projection by one unit. What is its shift?
5. The dipolar interaction also contains products of in-plane moment components. Show that they may be dropped for the sensor of part 2.
6. Estimate how far the shift moves when the idealizations of the model are relaxed, and what temperature does to the signal.

## Solution

### 1. The field at the sensor

At distances large compared with its size, a localized current distribution with moment $\mathbf m$ acts as a point dipole. Its field is $\mathbf B=-\nabla\psi$, with

$$\psi=\frac{\mu_0}{4\pi}\,\frac{\mathbf m\cdot\mathbf R}{R^3},$$

where $\mathbf R$ runs from the dipole to the field point. The product rule needs two gradients, $\nabla(\mathbf m\cdot\mathbf R)=\mathbf m$ and $\nabla R^{-3}=-3\mathbf R/R^5$. Hence

$$\mathbf B=\frac{\mu_0}{4\pi}\left[\frac{3(\mathbf m\cdot\mathbf R)\,\mathbf R}{R^5}-\frac{\mathbf m}{R^3}\right].$$

The sensor lies in the plane through the memory atom perpendicular to $\mathbf m$, so $\mathbf m\cdot\mathbf R=0$ and the first term vanishes. With $R=r$, and $\tau=+1$ for memory up, $\tau=-1$ for memory down,

$$B_z=-\tau b,\qquad b=\frac{\mu_0\mu_m}{4\pi r^3}.$$

Beside a dipole, the field points against the moment. An up memory therefore weakens the bias field at the sensor, and a down memory strengthens it.

With $\mu_B=9.274\times10^{-24}$ J/T,

$$b=10^{-7}\,\frac{\text{T m}}{\text{A}}\times\frac{10\times9.274\times10^{-24}\ \text{A m}^2}{(1.2\times10^{-9}\ \text{m})^3}=5.367\ \text{mT}.$$

Reversing the memory changes the field at the sensor from $-b$ to $+b$, that is, by $2b=10.73$ mT.

### 2. The two resonance frequencies and the shift

Let $\sigma=+1$ or $-1$ denote sensor up or down. A moment in a field has energy $-\boldsymbol\mu\cdot\mathbf B$. The energy of the pair contains each atom's energy in the bias field and, once, the energy of the sensor in the memory's field:

$$E(\sigma,\tau)=-\mu_sB_0\,\sigma-\mu_mB_0\,\tau+J\sigma\tau,\qquad J=\mu_s b .$$

The sign of the last term follows from $-(\sigma\mu_s)(-\tau b)$. It is positive, so parallel moments side by side cost energy.

The resonance reverses the sensor at fixed $\tau$. The memory's own energy in the bias field cancels in the difference:

$$E(-1,\tau)-E(+1,\tau)=2\mu_sB_0-2J\tau=2\mu_s(B_0-\tau b).$$

A frequency is positive, so in general

$$f_\tau=\frac{2\mu_s}{h}\,|B_0-\tau b| .$$

For $B_0>b$, which holds here since 150 mT is far above 5.367 mT, the bars can be removed:

$$f_{\rm up}=\frac{2\mu_s}{h}(B_0-b),\qquad f_{\rm down}=\frac{2\mu_s}{h}(B_0+b).$$

Subtraction removes $B_0$:

$$\Delta f=f_{\rm down}-f_{\rm up}=\frac{4\mu_s b}{h}=\frac{4}{h}\,\frac{\mu_0}{4\pi}\,\frac{\mu_s\mu_m}{r^3}.$$

The factor 4 has two sources. The sensor's transition reverses its moment, a change of $2\mu_s$, and the memory's reversal changes the field by $2b$.

For the numbers, $2\mu_s/h=10\times13.996=139.96$ GHz/T. The bias alone would put the line at $139.96\times0.150=20.994$ GHz, and the memory moves it by $139.96\times0.005367=0.751$ GHz either way:

- memory up: $f_{\rm up}=20.243$ GHz;
- memory down: $f_{\rm down}=21.746$ GHz.

The shift is

$$\Delta f=1.50\ \text{GHz},\qquad h\,\Delta f=6.21\ \mu\text{eV}.$$

The coupling energy $J$ is a quarter of this, 1.55 µeV. If the line is 20 MHz wide, a rough value, the two positions are 75 line widths apart. The stored bit can then be read by checking at which of the two frequencies the sensor responds.

At fixed moments the shift falls as $r^{-3}$. At 2.4 nm it would be $1.502/8=0.188$ GHz, still about nine such widths.

### 3. Weak bias and zero bias

For $0<B_0<b$ and an up memory, the field at the sensor has changed sign, and $|B_0-b|=b-B_0$. Then

$$\Delta f=\frac{2\mu_s}{h}\left[(b+B_0)-(b-B_0)\right]=\frac{4\mu_sB_0}{h}.$$

Now $b$ cancels instead of $B_0$. Both cases fit in one line,

$$\Delta f=\frac{4\mu_s}{h}\,\min(B_0,b),$$

and the two expressions join at $B_0=b$. For example, $B_0=2$ mT gives $4\times5\times13.996\times0.002=0.560$ GHz.

At $B_0=0$ the shift vanishes. The line lies at $2\mu_sb/h=0.751$ GHz for either memory state, because the sensor's frequency depends on the size of the field and not on its sign. The bias supplies the reference direction against which the sign of the memory's field can be read. These weak-field results assume that any tunnel splitting of the sensor's two states, treated in part 6, is small compared with the frequencies concerned, and that the memory's own tunnel splitting is negligible. The splitting of 1 GHz used in part 6 is not small here: it would lower the shift at 2 mT from 0.56 to 0.33 GHz, and at 8 mT, which is already above $b$, from 1.50 to 1.06 GHz.

### 4. A sensor that changes its spin by one unit

For an isotropic spin $5/2$ with $g=2$, let $m$ be the projection of the moment in units of $g\mu_B$. The levels are $E_m=-g\mu_BmB_z$, with $m=5/2,3/2,\dots,-5/2$. The largest moment is $g\mu_B\times5/2=5\,\mu_B$, equal to that of the first sensor. Neighbouring levels, however, differ by

$$E_{m-1}-E_m=g\mu_BB_z=2\mu_BB_z ,$$

so the moment changes by $2\,\mu_B$ in the transition, not by $10\,\mu_B$. With the same change of field, $2b$,

$$\Delta f=\frac{2\mu_B}{h}\,2b=4\times13.996\times0.005367=0.300\ \text{GHz}.$$

This is one fifth of the earlier result. The size of a sensor's moment does not fix the shift by itself. What counts is the difference between the moments of the two states joined by the resonance, as long as these moments stay fixed over the field change $2b$ and the total field at the sensor keeps its sign. The value of 1.5 GHz belongs to a sensor whose two lowest states carry $+5\,\mu_B$ and $-5\,\mu_B$ and are the two states of the transition.

### 5. The in-plane parts of the interaction

A quantum model of the pair is needed here. Give the sensor an effective spin $S=2$ with $g_s=2.5$, so that $m_S=\pm2$ carries $\pm5\,\mu_B$. Give the memory an angular momentum $J_m=8$ with $g_m=1.25$, so that $m_J=\pm8$ carries $\pm10\,\mu_B$. Projections are again those of the moment, in units that make the spin operators $\mathbf S$ and $\mathbf J$ dimensionless. Terms $-D_sS_z^2$ and $-D_mJ_z^2$ favour the normal direction.

The first excitation of the sensor, from $|m_S|=2$ to 1, costs $(4-1)D_s$, set to 14 meV. That of the memory, from $|m_J|=8$ to 7, costs $(64-49)D_m$, set to 15 meV.

With the atoms separated along $x$, the energy $-\boldsymbol\mu_s\cdot\mathbf B$ of the sensor in the memory's dipole field becomes

$$H_{\rm dip}=Kg_sg_m\,(S_zJ_z+S_yJ_y-2S_xJ_x),\qquad K=\frac{\mu_0\mu_B^2}{4\pi r^3}.$$

The term $S_zJ_z$ gives the energy $J\sigma\tau$ of part 2, with $J=5\times10\,K=50K$. Hence $K=1.55/50=0.031$ µeV.

The other two terms are rewritten with $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/2i$, and likewise for $\mathbf J$:

$$-2S_xJ_x=-\tfrac12\,(S_+J_++S_+J_-+S_-J_++S_-J_-),$$

$$S_yJ_y=-\tfrac14\,(S_+J_+-S_+J_--S_-J_++S_-J_-).$$

Their sum is

$$-\tfrac34\,(S_+J_++S_-J_-)-\tfrac14\,(S_+J_-+S_-J_+).$$

Every term changes both projections by one unit. Acting on a state with $m_S=\pm2$ and $m_J=\pm8$, it must take both atoms out of their lowest pairs of states, at a cost of $14+15=29$ meV. The lowering operators give

$$S_-|2\rangle=\sqrt{6-2}\,|1\rangle=2|1\rangle,\qquad J_-|8\rangle=\sqrt{72-56}\,|7\rangle=4|7\rangle,$$

and the raising operators give the same factors at the other end of each ladder. With $g_sg_m=3.125$, the matrix elements have the sizes

$$V_p=\tfrac34\times3.125\times8\,K=18.75K=0.58\ \mu\text{eV}\quad\text{(parallel moments)},$$

$$V_a=\tfrac14\times3.125\times8\,K=6.25K=0.19\ \mu\text{eV}\quad\text{(antiparallel moments)}.$$

Second-order perturbation theory lowers each state by $V^2/(29\ \text{meV})$. For memory up, the transition starts from the parallel state and ends in the antiparallel one, so its energy rises by $(V_p^2-V_a^2)/(29\ \text{meV})\approx1.0\times10^{-5}$ µeV, or 0.0025 MHz. For memory down the order is reversed and the line falls by the same amount. The shift changes by about $-0.005$ MHz out of 1502 MHz.

Numerical diagonalization of the complete Hamiltonian, a matrix of $5\times17=85$ rows, gives 1.5023 GHz, the same as the simple formula to the digits shown.

### 6. What the idealizations cost

**Position.** Since $\Delta f\propto r^{-3}$, a small error $\delta r$ changes the shift by the fraction $-3\,\delta r/r$. For $\delta r=0.01$ nm this is $-2.5\,\%$. The full ratio $(1.20/1.21)^3$ gives $-37$ MHz.

If the atoms also differ in height by $d=0.05$ nm, the distance becomes $R=\sqrt{r^2+d^2}$ and the first term of the dipole field contributes. The component along $z$ is multiplied by

$$\left(\frac rR\right)^3\left(1-\frac{3d^2}{R^2}\right)=0.9974\times0.9948=0.9922,$$

which changes the shift by $-12$ MHz. The offset also produces an in-plane field of about $3bd/r=0.7$ mT. This is harmless: in the diagonalization, a uniform in-plane field of 1 T, which tilts both moments, changes the shift by only $-0.1$ MHz. The anisotropy holds the moments nearly upright; the change grows as the square of the in-plane field and reaches about $-1$ MHz at 3 T.

**Finite size of the memory atom.** As a crude stand-in for its electron shell, take a current loop of radius 0.05 nm with the same moment. Summing the Biot–Savart law numerically over the loop gives a field at the sensor 0.2 % larger than that of a point dipole, or $+3$ MHz in the shift. The sign and size of this correction depend on the shape of the distribution, not only on its radius. A spherical magnetization gives no correction outside itself, and a 4f shell of ten electrons in its state of largest $m_J$, with a similar radius, gives about $-0.5$ MHz. The loop shows only that the effect is small.

**Tunnelling of the sensor.** The crystal field can mix the sensor's up and down states. If it splits them by $h\delta$ in zero field, the two-state Hamiltonian has diagonal elements $\pm hf/2$ and off-diagonal elements $h\delta/2$. Its eigenvalues are $\pm(h/2)\sqrt{f^2+\delta^2}$, so each line moves to $\sqrt{f^2+\delta^2}\approx f+\delta^2/2f$. The lower line rises slightly more than the upper one, and the shift changes by

$$\frac{\delta^2}{2}\left(\frac1{f_{\rm down}}-\frac1{f_{\rm up}}\right).$$

For $\delta=1$ GHz this is $-1.7$ MHz. Some mixing is useful. A microwave field couples through single spin operators, which change $m_S$ by at most one unit and cannot join pure states with $m_S=+2$ and $-2$. Between mixed states $S_z$ has a nonzero matrix element, and an oscillating field along $z$ can drive the line.

**Exchange.** Overlapping electron clouds add an interaction that decays roughly exponentially with distance. Suppose that it has the form $J_{\rm ex}\sigma\tau$, with $J_{\rm ex}=0.1$ meV at 0.7 nm and a decay length of 0.05 nm. These values are an assumption about the order of magnitude. At 1.2 nm,

$$J_{\rm ex}=0.1\ \text{meV}\times e^{-0.5/0.05}=4.5\ \text{neV}.$$

It enters the energy as $J$ does, so it changes the shift by $4J_{\rm ex}/h=+4.4$ MHz, or by the opposite amount if exchange favours parallel moments.

This estimate is fragile. With a decay length of 0.10 nm the exponent would be $-5$ and $J_{\rm ex}$ would be 0.67 µeV, 43 % of the dipolar $J$. A purely dipolar reading of the shift therefore needs evidence that exchange has died out. Pairs at several distances can supply it: at fixed moments and geometry, the dipolar part follows $r^{-3}$ and the exchange part does not.

**Sum.** For the sizes chosen, with the short decay length, the magnitudes of these changes add up to 58 MHz, or 3.8 % of the shift. This is not a bound, since other choices give other sums. Position contributes most for these sizes, but with the longer decay length exchange would dominate. "About 1.5 GHz" is as much as the model supports, and only if exchange decays as fast as first assumed: with the longer decay length the shift would be 2.15 GHz, or 0.85 GHz if exchange favours parallel moments.

**Temperature.** At 4 K the thermal energy is $k_BT=0.345$ meV. The sensor's next level, 14 meV up, has a Boltzmann factor of about $2\times10^{-18}$, so the two-state description holds. The two states themselves are only $hf_{\rm up}=0.084$ meV apart. With populations in the ratio $e^{-hf/k_BT}$, their relative difference is

$$\frac{1-e^{-hf/k_BT}}{1+e^{-hf/k_BT}}=\tanh\frac{hf}{2k_BT}=0.12\quad\text{for memory up}.$$

In this model temperature leaves the line positions alone, but at 4 K it leaves only 12 % (memory up) or 13 % (memory down) of the full population difference to produce a signal.

**The real case.** The numbers are chosen in the regime of an iron sensor beside a holmium atom on a thin magnesium oxide film, addressed by a scanning tunnelling microscope with microwave excitation. Moments near 5 and 10 $\mu_B$ are rough values for these atoms. The shift is proportional to each moment, so an error of 5 % in one of them moves it by 75 MHz, more than all the changes summed above. The values reported for iron and holmium on this film, about 5.44 and 10.1 $\mu_B$, would raise the shift by 10 %, to about 1.65 GHz at 1.2 nm. The 15 meV excitation of the memory is a round choice and may well be too low for holmium; a larger value would suppress the in-plane terms of part 5 further.

Two more assumptions can fail in practice. The magnetic tip adds its own field at the sensor, and $B_0$ in parts 2 and 3 must be read as bias plus tip field. The tip field cancels from the shift only if it is the same in both measurements and the sum stays above $b$ along $+z$. A constant tip field of $-147$ mT would lower the shift to 0.84 GHz, one of $-200$ mT would reverse its sign, and one of $+50$ mT would give the full shift with no applied bias at all. How the microwave signal on the tip drives the line lies outside this model. A change of 0.1 mT between them would appear as $139.96\times10^{-4}$ GHz, or 14 MHz. The memory must also keep its state while the line is recorded; if it reverses at a rate well below the shift, the record shows both positions, and if it reverses much faster, they merge into one line at the midpoint, 20.994 GHz.

Numbers in the example were calculated in double precision.
